Why coupled-cluster singles can relax scalar orbitals under spin-orbit coupling

**An energy that disappears with the singles**

In a small-basis model of HCl at a bond length of 1.28 Å, spin-orbit coupling lowers the CCSD energy by 102.10 microhartree (4.45×10⁻²² J) when it is added after a scalar Hartree-Fock calculation. With spinors first relaxed by Hartree-Fock in the presence of the coupling, CCSD gives 102.08 microhartree. If the scalar orbitals are kept but the single excitations are removed, the lowering is 0.50 microhartree. The singles therefore carry almost the whole effect, and they nearly replace the omitted spinor optimization.

These values use the 6-31G basis, all 18 electrons and 30 spinors. The scalar Hamiltonian is the spin-free one-electron X2C Hamiltonian; the coupling is the Breit-Pauli term of the bare nuclei. Two-electron spin-orbit screening and connected triple excitations are left out. The basis is a still larger limitation: its fixed contractions hold the inner shells nearly rigid. If the same basis is uncontracted, the second-order Hartree-Fock lowering grows from about 103 to about 1440 microhartree, nine tenths of it from the chlorine 2p shell. The numbers below therefore examine a mechanism; they do not give the size of the effect in HCl.

**What the scalar determinant leaves undone**

Let i, j, k denote occupied and a, b, c virtual spinors of the closed-shell scalar determinant Φ0. In atomic units, with fine-structure constant α and nuclear potential V_nuc, the coupling is

h_SO = (α²/4) iσ·(p V_nuc × p).

In SI units the prefactor is 1/(4m²c²). Write V = λh_SO, where λ = 1 is the physical strength. The mean field is still that of Φ0, so the Fock matrix is simply

f = f0 + V, with f0 diagonal and f_ai = V_ai.

In a real scalar basis V is a sum of products iσ_c w_c, with c = x, y, z and w_c a spatial matrix. Each Pauli matrix has zero trace and each spatial orbital of Φ0 holds both spins, so Σ_i V_ii = 0. The energy of Φ0 does not change at first order.

Mixing occupied spinors among themselves does not help either: it multiplies a determinant by a phase. This is why the large coupling constant of the chlorine 2p basis function, ζ = 0.0457 hartree, does not appear directly in the total energy. The shell levels shift by −ζ (two spinors) and +ζ/2 (four spinors), and the sum is zero. The leading energy comes from occupied-virtual mixing. With Δ_ia = ε_a − ε_i and electron interaction in the response neglected,

E_SO ≈ −Σ_ia |V_ai|²/Δ_ia.

For HCl this sum gives −78 microhartree, against −102 from Hartree-Fock. It shows where the energy comes from, but the neglected response supplies about a quarter of it.

**Thouless's theorem in coupled-cluster form**

The singles operator is T1 = Σ_ia t_i^a a†_a a_i. Its commutator with an occupied creation operator is

[T1, a†_i] = Σ_a t_i^a a†_a.

A second commutator vanishes, because a†_a contains no occupied index for T1 to remove. The exponential series therefore stops:

exp(T1) a†_i exp(−T1) = a†_i + Σ_a t_i^a a†_a.

Write Φ0 as a product of a†_i acting on the vacuum and insert exp(−T1)exp(T1) between the factors. Since T1 annihilates the vacuum, exp(T1)Φ0 is the determinant of the spinors

φ̃_i = φ_i + Σ_a t_i^a φ_a.

Conversely, let a determinant have occupied coefficients C_oo in the old occupied space and C_vo in the virtual space. Its overlap with Φ0 is det C_oo. If this is not zero, multiplying the columns by C_oo⁻¹ changes the determinant by a factor and gives the form above, with amplitudes τ = C_vo C_oo⁻¹. After normalization the overlap is

⟨Φ0|Φ'⟩ = det(1 + τ†τ)^(−1/2) ≈ 1 − ½‖τ‖².

For HCl, ‖τ‖ = 0.00985, so the estimate is 1 − 0.0000485, in agreement with the computed 0.9999515. The rotation is small, but the relaxation energy depends on it.

A single electron in two levels shows what the nonlinear singles equation achieves. With energies 0 and Δ and coupling V, the projected equation and the energy of its lower root are

V + Δt − V*t² = 0,
E = V*t = [Δ − √(Δ² + 4|V|²)]/2.

This is the lower eigenvalue. For |V| ≪ Δ it becomes −|V|²/Δ, with t ≈ −V/Δ. At Δ = 0 the amplitude has modulus 1 and the overlap with the reference is 1/√2. If the levels cross (Δ < 0), this root has |t| > 1 and the reference is no longer its dominant configuration. For weak coupling, simple iteration from t = 0 then finds the other root, which has a small amplitude but belongs to the upper state. A small amplitude alone does not prove that the ground state was reached.

**Why singles alone do not reproduce Hartree-Fock**

Reaching every nearby determinant does not settle which determinant the equations select. In Hartree-Fock, the first-order change of the density matrix is D_bj = τ_j^b and D_jb = (τ_j^b)*. Both blocks change the mean field. The relaxed virtual is φ_a − Σ_i(τ_i^a)*φ_i, and its Fock coupling to the relaxed occupied spinor must vanish. Keeping linear terms gives

V_ai + Δ_ia τ_i^a + Σ_jb [⟨aj||ib⟩τ_j^b + ⟨ab||ij⟩(τ_j^b)*] = 0.

Here ⟨pq||rs⟩ is antisymmetrized. Coupled cluster with singles alone (CCS) instead sets ⟨Φ_i^a|exp(−T1)H exp(T1)|Φ0⟩ to zero. Its linear part comes from [H,T1], which contains t but not t*:

V_ai + Δ_ia t_i^a + Σ_jb ⟨aj||ib⟩t_j^b = 0.

The missing term has a plain origin. At the Hartree-Fock solution, HΦ' has no singles relative to Φ', but it does have doubles. These doubles overlap at first order in τ with the old singles Φ_i^a. A projection on the old singles therefore does not vanish at the Hartree-Fock determinant.

Both linear equations were tested against the iterative solutions at one hundredth of the physical coupling. The relative deviations were about 5×10⁻⁵, while omitting the conjugate term changed τ by 5.5% in norm. This difference is resolved well above the linearization error.

**How the doubles supply the missing response**

In CCSD the singles equation also contains Σ_jb V_jb t_ij^ab. Count orders in the electron interaction beyond the scalar mean field by a factor μ, with μ = 1 physical. To first order in μ the doubles are

t_ij^ab = −⟨ab||ij⟩/(Δ_ia + Δ_jb).

To lowest order τ_j^b = −V_bj/Δ_jb, and since V is Hermitian, V_jb = −Δ_jb(τ_j^b)*. The two minus signs cancel:

Σ_jb V_jb t_ij^ab = Σ_jb [Δ_jb/(Δ_ia + Δ_jb)] ⟨ab||ij⟩(τ_j^b)*.

This is part of the missing term. Subtract the CCSD equation from the Hartree-Fock equation, through first order in μ. The terms with ⟨aj||ib⟩ cancel at this order, and 1 − Δ_jb/(Δ_ia + Δ_jb) = Δ_ia/(Δ_ia + Δ_jb). Dividing by Δ_ia leaves

t_i^a − τ_i^a = Σ_jb ⟨ab||ij⟩(τ_j^b)*/(Δ_ia + Δ_jb) = −Σ_jb t_ij^ab(τ_j^b)*.

The difference is not a relaxation error, as the energy shows. Let τ now mean its lowest-order value. The CCSD correlation energy is

E_c = Σ f_ia t_i^a + ¼Σ⟨ij||ab⟩t_ij^ab + ½Σ⟨ij||ab⟩t_i^a t_j^b.

At order λ²μ its first term uses V_ia = −Δ_ia(τ_i^a)* and the first-order correction to t. It gives

Σ(τ_i^a)*⟨aj||ib⟩τ_j^b + Σ[Δ_jb/(Δ_ia + Δ_jb)](τ_i^a)*⟨ab||ij⟩(τ_j^b)*.

The integral is symmetric under exchange of the pairs ia and jb. Averaging the two labelings replaces the fraction by ½. The second term of E_c has no λ²μ part, because without interaction there are no connected doubles. Adding the third term gives

E(λ²μ) = Σ(τ_i^a)*⟨aj||ib⟩τ_j^b + ½Σ[(τ_i^a)*⟨ab||ij⟩(τ_j^b)* + complex conjugate].

This is also the expectation value of the interaction in the relaxed determinant at second order in τ. By the variational principle, that expectation value is the Hartree-Fock energy at this order. CCSD on scalar orbitals thus contains the Hartree-Fock response through λ²μ. CCS lacks one of the two conjugate halves.

**Why T1 is not the Hartree-Fock rotation**

The shift −Σt_ij^ab(τ_j^b)* has a direct meaning. Suppose the same correlated state is written with relaxed spinors and amplitudes t'. A relaxed virtual φ_b − Σ_j(τ_j^b)*φ_j contains a little of the old occupied space. A double excitation into it can therefore look, from Φ0, like a single.

To first order in τ, the coefficient of Φ_i^a receives τ_i^a from the relaxed determinant, t'_i^a from its singles, and −Σ_jb c'_ij^ab(τ_j^b)* from its doubles, where

c'_ij^ab = t'_ij^ab + t'_i^a t'_j^b − t'_i^b t'_j^a.

The coefficient of Φ0 is 1 − Σ_jb t'_j^b(τ_j^b)*. Dividing by it adds t'_i^a Σ_jb t'_j^b(τ_j^b)*, which cancels the product t'_i^a t'_j^b in c'. Hence

t_i^a ≈ τ_i^a + t'_i^a − Σ_jb (t'_ij^ab − t'_i^b t'_j^a)(τ_j^b)*.

In HCl the spin-orbit part of T1, defined as its change when the coupling is switched on, has norm 0.00964. It differs from τ by 0.00050, or 5.2% of that norm. Two corrections of similar size make up this difference: the doubles term, and the change of the correlated singles from their scalar values to t'. When the full relation is used, which includes both, the mismatch falls to 0.000006, about 0.06%. Reading the spin-orbit part of T1 as the Hartree-Fock rotation is thus a useful estimate at the five-percent level here, while the relation accounts for nearly all of the rest. The full T1 cannot be read this way: its scalar correlation singles have norm 0.025, and it differs from τ by 2.5 times ‖τ‖.

**The error that remains**

Because T1 and T2 commute, the CCSD state is exp(T2)exp(T1)Φ0. The operators a_i in T2 remove the relaxed spinors φ̃_i, since a_i anticommutes with every admixed virtual creation operator. The operators a†_a, however, still create the old virtuals. CCSD relaxes the spinors that electrons leave, but not those that they enter.

Giving the virtuals their missing part −Σ_k(τ_k^c)*φ_k has a consequence in the product ½T2². The occupied part in one double can fill a hole made by the other. Two doubles joined in this way leave 2 + 2 − 1 = 3 excitations. The result is a connected triple of order λμ², which CCSD does not contain.

Its effect on the energy follows by counting. Acting through V_kc, this triple changes the doubles at order λ²μ²; the interaction in the energy adds one more μ, giving λ²μ³. Acting through the interaction, it changes the singles at order λμ³, and V_ia in the energy again gives λ²μ³. The scalar triples of order μ² reach the same order through two actions of V on the way to the doubles. No connected triple arises with fewer than two interactions, because one interaction creates at most a double, and joining the one-electron operator V to a connected cluster does not raise the rank of that cluster. The λ² energy is therefore correct through μ², and its error starts in general at μ³.

With relaxed spinors f_ia = 0. Triples of order μ² must then enter the doubles through the interaction, and the doubles must enter the energy through it as well. The error starts at μ⁴.

This counting concerns the λ² part. At third order in λ the scalar route can already err at μ²: a triple feeds a double through V, that double feeds a single through V, and the single enters the energy through V. Strong coupling can therefore spoil an estimate based on λ² alone.

The two orders were tested on three random complex Hamiltonians with four electrons in eight spinors, against full diagonalization. Averaging over ±λ removed odd powers, and the error without coupling was subtracted. Doubling μ from 0.03 to 0.06 raised the root-mean-square error from 1.44×10⁻⁹ to 1.19×10⁻⁸ on scalar orbitals, a factor of 8.3. On relaxed spinors it rose from 7.97×10⁻¹¹ to 1.29×10⁻⁹, a factor of 16.2. The observed orders are 3.05 and 4.01.

For two electrons there are no triples, and singles and doubles span the complete space. Both routes then agree with full diagonalization, which was tested to rounding accuracy. Full coupled cluster has the same independence for any electron number, provided the reference overlaps with the state.

**Reading the HCl energies**

Hartree-Fock relaxation gives −102.45 microhartree. CCSD on relaxed spinors gives −102.08, so correlation weakens the spin-orbit lowering by 0.36 microhartree. The scalar route gives −102.10 and lies 0.013 microhartree below the spinor route.

That difference is 0.012% of the spin-orbit energy, but 0.0127/0.364, or about 3.5%, of the correlation contribution to it. The first ratio is the relevant one for the total shift. The second matters if the aim is to study how correlation modifies spin-orbit coupling. Neither is an error against the full solution, since both routes omit triples.

The doubles-only result has a different cause. Without T1, the elements V_ai drop out of the equations. Only V_ij and V_ab remain, and they act on the correlated doubles. They yield 0.49% of the spin-orbit energy from relaxed-spinor CCSD. No amount of iteration in the doubles can recover the lost occupied-virtual relaxation.

**What to do in practice**

Keep every term with f_ia and f_ai in the amplitude and energy equations. They vanish for a converged Hartree-Fock reference, but here they carry the perturbation. Solve the singles iteratively together with the doubles. A triples correction meant to remove the leading difference between the two routes must include the contributions of V at order λμ²; the scalar triples alone are not sufficient.

Correlate the shells whose relaxation matters. A frozen spinor has no amplitudes t_i^a, so its occupied-virtual relaxation is lost unless it was included beforehand. The basis must also leave these shells free to relax; a tightly contracted inner shell can lose most of the effect even when it is correlated.

Expect complex amplitudes. The operator exp(−T)H exp(T) is not Hermitian, so a truncated energy can be complex; one random model without time-reversal symmetry gave an imaginary part of −6.7×10⁻⁵ in its energy unit. For a closed shell with a time-reversal-symmetric Hamiltonian, time reversal maps the solution that grows continuously from the scalar one onto itself and the energy onto its complex conjugate. That energy is therefore real, as was tested for HCl.

Finally, inspect the size of the spin-orbit part of T1. A norm near 0.01, as here, signals a mild rotation. If amplitudes approach 1, or if the scalar reference is open-shell and degenerate, the assumptions used above fail. Relaxed spinors are then the better start when one determinant still dominates; when several do, a multireference treatment is needed. The remaining checks and values are in the numerical output.

Values computed for the example and the checks

```
Random models: 4 electrons in 8 spinors
largest CCSD residual in determinant space: 2.0e-13 (model unit)
imaginary part of the CCSD energy, no time reversal: -6.73e-05 (model unit)
largest Thouless coefficient error: 4.5e-17 (no unit)
two-electron error, either route: 7.4e-15 (model unit)
SOC strength in order test: 0.03 (no unit)
mu = 0.03: rms SOC error, scalar route 1.444e-09, spinor route 7.972e-11 (model unit)
mu = 0.06: rms SOC error, scalar route 1.193e-08, spinor route 1.288e-09 (model unit)
observed order in mu, scalar route: 3.05 (no unit)
observed order in mu, spinor route: 4.01 (no unit)
HCl, 6-31G, all electrons, scalar X2C + bare-nucleus Breit-Pauli SOC
bond length: 1.28 angstrom
electrons / spinors: 18 / 30
Cl 2p basis function SOC constant zeta: 45674.8 microhartree
scalar HF total energy: -461.286068 hartree
scalar CCSD correlation energy: -0.059626 hartree
first-order SOC energy: 0.0e+00 microhartree
overlap of scalar and normalized relaxed determinant: 0.99995145 (no unit)
SOC energy, HF spinor relaxation: -102.4466 microhartree
SOC energy, CCSD on scalar orbitals: -102.0952 microhartree
SOC energy, CCSD on relaxed spinors: -102.0825 microhartree
SOC energy, doubles only, scalar orbitals: -0.5036 microhartree
scalar minus spinor CCSD: -0.0127 microhartree
the same relative to the spinor SOC energy: 0.012 percent
doubles-only share of the spinor SOC energy: 0.49 percent
SOC energy, CCSD on scalar orbitals: -4.4511e-22 J
scalar minus spinor CCSD: -5.542e-26 J
norm of Thouless amplitudes tau: 0.009854 (no unit)
norm of SOC part of T1: 0.009641 (no unit)
norm of (SOC part of T1 - tau): 0.000504 (no unit)
norm of mismatch with rotated doubles included: 0.000006 (no unit)
linear HF equation, relative error: 5.3e-05 (no unit)
linear CCS equation, relative error: 5.5e-05 (no unit)
relative change of tau from conjugate coupling: 0.0552 (no unit)
```
